# Resistance drift from a decaying state density in Mott hopping

## 1. Definitions and conventions

Consider an amorphous film cold enough that its current is carried by electrons hopping between localized states near the Fermi level. Each wavefunction decays as $\exp(-r/\xi)$, where $\xi$ is the localization length, so the tunnelling probability over a distance $r$ contains $\exp(-2r/\xi)$. The state density $g$ is counted per unit energy and volume. Energies $E$ are measured from the Fermi level, $T$ is the temperature, and $t$ is the age of the amorphous state.

During ageing the state density falls as

$$g(t)=g_0\left(\frac{t}{t_0}\right)^{-m},\qquad m>0, \tag{1}$$

where $g_0$ is its value at the reference time $t_0$. The density is taken as flat over the energies used in hopping, and it decays there by one common factor. The law (1) is an assumption about the material; hopping theory does not supply it.

The low-field resistance is written

$$R(t)=R_0\,e^{x(t)},\qquad x(t)=\left[\frac{T_0(t)}{T}\right]^{1/4}, \tag{2}$$

and the local drift exponent is the logarithmic slope

$$\nu(t)=\frac{d\ln R}{d\ln t}. \tag{3}$$

In the main derivation $T$, $\xi$, the film geometry and the prefactor $R_0$ are held fixed. The word "local" is needed because $\nu$ will turn out to depend on time.

## 2. How the hopping exponent depends on the state density

Consider an electron that may hop anywhere within a radius $r$. The volume $4\pi r^3/3$ contains on average one state in an energy interval $W$ when $(4\pi r^3/3)\,gW=1$, so

$$W=\frac{3}{4\pi g r^3}. \tag{4}$$

A longer hop thus finds a state closer in energy, but tunnels less easily. The hop rate is proportional to $e^{-s}$, with

$$s(r)=\frac{2r}{\xi}+\frac{3}{4\pi g k_BT\,r^3}. \tag{5}$$

The most probable hop minimizes $s$. Differentiation gives

$$\frac{ds}{dr}=\frac{2}{\xi}-\frac{9}{4\pi g k_BT\,r^4}=0
\quad\Longrightarrow\quad r^4=\frac{9\,\xi}{8\pi g k_BT}. \tag{6}$$

The second derivative, $9/(\pi g k_BT r^5)$, is positive, so this is a minimum. Multiplying the condition in (6) by $r/3$ shows that the energy term in (5) equals $2r/(3\xi)$. Hence

$$x=s_{\min}=\frac{2r}{\xi}+\frac{2r}{3\xi}=\frac{8r}{3\xi},
\qquad r=\frac38\,x\,\xi. \tag{7}$$

The energy term is one quarter of the total, so $W=xk_BT/4$. Raising (7) to the fourth power and inserting (6),

$$x^4=\frac{4096}{81\,\xi^4}\,\frac{9\,\xi}{8\pi g k_BT}
=\frac{512}{9\pi}\,\frac{1}{g k_BT\xi^3}. \tag{8}$$

Comparison with (2) gives

$$T_0(t)=\frac{\beta}{k_B\,g(t)\,\xi^3},\qquad \beta=\frac{512}{9\pi}\approx18.1. \tag{9}$$

This argument follows one typical hop, whereas a current needs a connected path through the whole film. The coefficient $\beta$ may therefore change. The dependence on $g$ needs a separate argument.

## 3. The same dependence from percolation

Replace each pair of states by a resistor proportional to $e^{s_{ij}}$. The electron must find the initial state occupied and the final state empty, and it must absorb a phonon if it moves up in energy. For energies large compared with $k_BT$, take $E_j>E_i$:

- If both energies are positive, occupation of $i$ costs $E_i$ and absorption costs $E_j-E_i$. The sum is $E_j$.
- If both are negative, emptiness of $j$ costs $|E_j|$ and absorption costs $E_j-E_i$. The sum is $|E_i|$.
- If $E_i<0<E_j$, the absorption cost $E_j-E_i$ remains.

These cases combine into

$$s_{ij}=\frac{2r_{ij}}{\xi}+\frac{\max(|E_i|,|E_j|,|E_i-E_j|)}{k_BT}. \tag{10}$$

Now admit the resistors in order of increasing $s_{ij}$. At a threshold $s_c$ they first connect the two sides of a large sample. Smaller resistors cannot span the film by themselves, and much larger ones are bypassed by the connected path. The leading exponential of the resistance is therefore $e^{s_c}$.

To find how $s_c$ depends on $g$, measure energies and lengths by the largest values allowed at a given $s$:

$$E=s\,k_BT\,\varepsilon,\qquad \mathbf r=\frac{s\,\xi}{2}\,\boldsymbol\rho. \tag{11}$$

Dividing the condition $s_{ij}\le s$ by $s$ then leaves

$$\rho_{ij}+\max(|\varepsilon_i|,|\varepsilon_j|,|\varepsilon_i-\varepsilon_j|)\le1, \tag{12}$$

which contains no material parameter. The parameters enter through the number of states per unit scaled energy and volume:

$$g\,dE\,d^3r=g\,(s k_BT)\left(\frac{s\xi}{2}\right)^3d\varepsilon\,d^3\rho
=\frac{g k_BT\xi^3s^4}{8}\,d\varepsilon\,d^3\rho. \tag{13}$$

For uncorrelated random sites with a flat state density, (12) percolates at one critical value $c$ of the density in (13). Thus

$$s_c^4=\frac{8c}{g k_BT\xi^3}. \tag{14}$$

This is (8) with $\beta$ replaced by $8c$. The power of $g$ is the same in both arguments. Three powers of $s$ come from the volume within reach and one from the width of the usable energy band.

The scaling was tested on ten random networks of 3000 sites, at fixed $T$ and $\xi$. A fourfold reduction in density raised the mean threshold from 9.10 to 12.89. The corresponding power of $1/g$ is $0.252\pm0.006$ (one standard error), in agreement with $1/4$. The low-density threshold gives $\beta\approx17$. This value is not converged in box size: boxes 100 to 150 localization lengths wide give values between about 17.5 and 19, so the difference from 18.11 is not significant even in sign. It enters $x$ only through its fourth root, and this whole range moves $x$ by about 1%.

## 4. The local drift exponent

Insert (1) into (9). Since $g$ stands in the denominator, its decay makes $T_0$ grow:

$$T_0(t)=T_0(t_0)\left(\frac{t}{t_0}\right)^m,
\qquad \frac{d\ln T_0}{d\ln t}=m. \tag{15}$$

From (2), $\ln x=\tfrac14(\ln T_0-\ln T)$. At fixed $T$,

$$\frac{dx}{d\ln t}=x\,\frac{d\ln x}{d\ln t}
=\frac{x}{4}\,\frac{d\ln T_0}{d\ln t}=\frac{m}{4}\,x. \tag{16}$$

With $R_0$ constant, $\ln R=\ln R_0+x$, and therefore

$$\boxed{\;\nu(t)=\frac m4\left[\frac{T_0(t)}{T}\right]^{1/4}\;} \tag{17}$$

The value of $T_0$ in (17) belongs to the age at which the slope is taken. The coefficient $\beta$ affects the size of $T_0$ but not the form of the law.

The factor $x$ explains how a slow loss of states can produce a visible drift. A fractional change in $g$ produces a fractional change one quarter as large in $x$, but $x$ stands in an exponential. When $x$ is large, a small fractional change in it is a substantial change in $\ln R$.

There is a second way to read (17). The state density and temperature enter $x$ only as the product $gT$. Losing states by a given factor therefore changes the exponential as much as cooling by the same factor. At fixed age, (2) gives

$$\left.\frac{\partial\ln R}{\partial\ln T}\right|_{t}=-\frac x4,
\qquad
\nu=-m\left.\frac{\partial\ln R}{\partial\ln T}\right|_{t}. \tag{18}$$

Within this model, a temperature sweep and a drift measurement together determine $m$ without a value for $\beta$ or $\xi$. The sweep must be fast enough, and cold enough, not to alter the ageing, and the prefactor must be constant in both measurements.

## 5. Resistance over a finite time

Let $x_0=x(t_0)$ and $\nu_0=mx_0/4$. Equations (2) and (15) give $x(t)=x_0(t/t_0)^{m/4}$, so

$$\ln\frac{R(t)}{R(t_0)}=x(t)-x_0
=x_0\left[\left(\frac{t}{t_0}\right)^{m/4}-1\right]. \tag{19}$$

This is not a strict power law. Differentiating (17) and using (16) gives the curvature on a log-log plot:

$$\frac{d\nu}{d\ln t}=\frac m4\,\frac{dx}{d\ln t}=\frac m4\,\nu. \tag{20}$$

To see when a power law is adequate, put $L=\ln(t/t_0)$ and expand the exponential $e^{mL/4}$ in (19):

$$\ln\frac{R(t)}{R(t_0)}=x_0\left[\frac{mL}{4}+\frac12\left(\frac{mL}{4}\right)^2+\cdots\right]
=\nu_0L+\frac{m\nu_0}{8}L^2+\cdots. \tag{21}$$

The first term is a power law with exponent $\nu_0$. The second is smaller by the factor $mL/8$, but it must itself be small compared with one if the resistance ratio is to be accurate. For positive $m$ the local exponent rises with age. If low-field hopping in a flat state density is the only channel, a measured exponent that falls with age requires some other time dependence. A parallel channel that does not drift can also make it fall, by taking a growing share of the current.

## 6. A low-temperature memory cell

Take an amorphous film 50 nm thick, with $g_0=10^{20}\ \mathrm{eV^{-1}\,cm^{-3}}$ at $t_0=1$ s, $\xi=1$ nm and $m=0.03$. It is read at 100 K with 10 mV. These are round model parameters, not fitted to a measured cell.

In convenient units $g_0=0.1\ \mathrm{eV^{-1}\,nm^{-3}}$ and $k_BT=8.617\times10^{-3}$ eV. Equation (8) gives

$$x_0=\left[\frac{18.11}{0.1\times8.617\times10^{-3}\times1^3}\right]^{1/4}=12.04, \tag{22}$$

which corresponds to $T_0=2.10\times10^6$ K. The initial exponent is

$$\nu_0=\frac{0.03}{4}\times12.04=0.090. \tag{23}$$

The typical hop length from (7) is $0.375\times12.04\times1\ \mathrm{nm}=4.5$ nm. This exceeds $\xi$ and is about one eleventh of the film thickness, so three-dimensional hopping is reasonable. The margin is modest, because the connected path is built over many hops: at half this thickness, short paths across the film already lower the resistivity by about 15% and its slope against $\ln(1/g)$ by about 7%. The same single-hop estimate gives a hop energy of $xk_BT/4=26$ meV. Condition (12) admits states up to $xk_BT=104$ meV on either side of the Fermi level, and the density is taken as flat over that whole range. In a flat density the states near its edges have few partners within reach and matter least. Some hops need more energy than a single phonon carries in a heavy amorphous solid, so using (10) here also assumes that hops with several phonons add no further exponential factor.

After $10^6$ s, $T_0$ has grown to $3.18\times10^6$ K, $x$ to 13.35 and $\nu$ to 0.100. The resistance has increased by

$$\frac{R(10^6\ \mathrm s)}{R(1\ \mathrm s)}=e^{13.35-12.04}\approx3.7. \tag{24}$$

Extrapolation with the constant initial exponent gives $(10^6)^{0.0903}=3.48$. The ratio from (19) is 3.72, or 7% above that extrapolation. Six decades of time change the slope by about 11%, so a plot over one or two decades would look nearly straight.

## 7. Changes in the prefactor and localization length

The change of the prefactor, neglected so far, can be estimated from diffusion. If carriers have diffusivity $D$, the Einstein relation gives $\sigma=e^2gD$. Taking $D\approx r^2f_0e^{-x}$, with $f_0$ an attempt frequency and factors of order one omitted, yields

$$\sigma=\sigma_0e^{-x},\qquad \sigma_0=e^2g\,r^2f_0. \tag{25}$$

Equation (6) gives $r^2\propto g^{-1/2}$ at fixed $T$ and $\xi$. With $f_0$ also fixed, $\sigma_0\propto g^{1/2}\propto t^{-m/2}$. Resistance is inversely proportional to conductivity, so this prefactor adds a positive amount to the drift:

$$\nu_{\rm pref}=\frac{mx}{4}+\frac m2
=\frac{mx}{4}\left(1+\frac2x\right). \tag{26}$$

In the example the exponent rises from 0.090 to $0.090+0.015=0.105$, an increase of 17%. The neglect of prefactor changes is thus a leading approximation for large $x$, and $x=12$ is only moderately large.

The same prefactor disturbs the use of (18) to find $m$. Since $r^2\propto T^{-1/2}$ at fixed age, the temperature slope of $\ln R$ becomes $-x/4+1/2$, while the drift exponent gains $m/2$. In the example, (18) would then return $m=0.042$ instead of 0.030.

Solving Kirchhoff's equations on the networks of Section 3 gives a separate estimate. The slope of $\ln\rho$, with $\rho$ the resistivity, against $\ln(1/g)$ is 3.28, while one quarter of the mean threshold is 2.75. The excess of 0.53 is close to the $1/2$ in (26). The standard error of the slope is 0.015, but this covers sampling scatter and not the bias of small boxes. The result supports the sign and size of the correction; it does not determine a universal prefactor power.

Ageing may also make the states more compact. Suppose $\xi\propto t^{-q}$ while (1) still holds. Equation (9) then gives $d\ln T_0/d\ln t=m+3q$, and the step in (16) becomes

$$\nu=\frac{x}{4}(m+3q). \tag{27}$$

The factor three comes from the localization volume. With $q=0.003$, $\xi$ shrinks by only about 4% over six decades of time, since $(10^6)^{-0.003}=0.96$. Yet the initial exponent becomes $(12.04/4)(0.03+0.009)=0.117$, which is 30% above (23). A measured drift exponent alone cannot separate a loss of states from a small contraction of them.

## 8. Structure in the state density

Two departures from a flat density can be sized by counting the states in the hopping band. The estimate replaces $gxk_BT$ in (8) by the integral of the actual density from zero to $xk_BT$. It is a mean count, not a percolation calculation, and it gives all these states equal weight. By (12), a state at energy $E$ leaves at most the fraction $1-|E|/(xk_BT)$ of the exponent for distance. States near the Fermi level therefore reach farther and matter more, so the count understates the effect of a gap there and overstates that of extra states far away.

Coulomb repulsion between localized electrons depletes states near the Fermi level. Model this by a parabola that joins the flat density at $|E|=\Delta$. The missing area on each side is $g\Delta-g\Delta/3=2g\Delta/3$, so

$$x^4g(1-\delta)=\text{constant},\qquad \delta=\frac{2\Delta}{3xk_BT}. \tag{28}$$

Moving an electron from a filled to an empty state must cost energy even after the attraction to the hole it leaves is counted. Filled and empty states within $E$ of the Fermi level must therefore lie at least a distance of order $e^2/(4\pi\varepsilon_0\varepsilon_rE)$ apart, where $\varepsilon_r$ is the relative permittivity. Their number per volume is then at most of order $E^3$, and the state density of order $E^2$. The coefficient is taken here from the self-consistent model of the gap, without derivation:

$$g_C(E)=\frac{3}{\pi}\left(\frac{4\pi\varepsilon_0\varepsilon_r}{e^2}\right)^3E^2.$$

With $\varepsilon_r$ held fixed this curvature does not age. Setting $g_C(\Delta)=g$ gives $\Delta=(\pi g/3)^{1/2}[e^2/(4\pi\varepsilon_0\varepsilon_r)]^{3/2}\propto g^{1/2}$. For $\varepsilon_r=20$, $\Delta=6.3$ meV and $\delta=0.04$. The gap raises $x$ slightly, but it also narrows as states disappear, and it takes up a smaller share of the band as $x$ grows. These last two effects offset part of the loss of states. The count gives an exponent of 0.088, about 2% below (23).

For the second case let the density be $g(t)[1+(E/w)^2]$ with $w=0.3$ eV. Its integral is $gxk_BT(1+\eta)$, where $\eta=(xk_BT/w)^2/3=0.04$. As $x$ grows, the band reaches into a region richer in states, and this slows the growth. The count again gives 0.088, about 3% below the flat-band value.

These are rough sizes. The largest volume within reach of a state at the Fermi level is four times the average over the band, and the number of partners within reach is about 3.3 times the average. A fully formed gap may therefore lower the exponent by nearer 10% than 2%, while the 3% found for extra states far from the Fermi level is too large. At 100 K, however, $k_BT=8.6$ meV exceeds $\Delta$. Thermal excitation then partly fills the gap, and the parabola, which describes zero temperature, overstates the depletion. A band tail that rises steeply within 0.1 eV would need its own calculation.

## 9. Field, temperature and real cells

The derivation requires the energy $eFr$ that an electric field $F$ supplies over a hop to be small compared with $k_BT$. The hardest hops on the conducting path take more than this average share of the voltage, so the ratio should be well below one. At 10 mV the field is 0.002 MV/cm and $eFr/(k_BT)=0.10$. At 100 mV the ratio is 1.05, and the low-field assumption is no longer justified at this thickness and temperature.

Temperature sets another limit. Hopping competes with carriers thermally excited into extended states. Let the latter have conductivity $\sigma_b=(100\ \mathrm{S/cm})\exp[-0.30\ \mathrm{eV}/(k_BT)]$, and use $f_0=10^{12}$ Hz in (25). At 100 K the band contribution is $4\times10^{-9}$ of the hopping contribution. The two are equal near 260 K, and at 300 K band conduction is 4.5 times larger. The crossover depends on the chosen prefactors and activation energy. It also assumes a flat state density over the whole hopping band, which at 300 K reaches $xk_BT=237$ meV. That is close to the 0.30 eV needed to reach extended states, where a real film may have a band tail, so the 300 K values are only illustrative.

The conductivities add because the channels are parallel. Differentiating $-\ln(\sigma_h+\sigma_b)$ gives

$$\nu_{\rm total}=\frac{\sigma_h\nu_h+\sigma_b\nu_b}{\sigma_h+\sigma_b}, \tag{29}$$

where $\nu_h$ and $\nu_b$ are the exponents of the separate channels. At 300 K, $x=12.04/3^{1/4}=9.15$ and (17) gives $\nu_h=0.069$. If the band channel did not drift, the total would be $0.069/(1+4.5)\approx0.012$, or about 0.015 with the prefactor term $m/2$ of (26) included in $\nu_h$. If its activation energy grows during ageing, $\nu_b$ is positive and the total is larger.

Amorphous phase-change cells at room temperature have drift exponents of roughly 0.1. The similar value in (23) is not evidence for the hopping model, because $m$ was chosen freely and the example is at 100 K. The state density is uncertain as well: a tenfold smaller $g_0$, with $m$, $\xi$ and $T$ fixed, multiplies $\nu_0$ by $10^{1/4}=1.78$ and gives 0.16 in the bulk limit. The hop length is then 8 nm, about one sixth of the 50 nm film, and the hopping band reaches about 185 meV, so the bulk and flat-density assumptions are both less secure there. Equation (17) should therefore be applied to a cell only after its temperature dependence and low-field response have shown that Mott hopping controls the current. The numerical output below lists the values used here.

## Numbers as computed

```
State density at start: 1e+20 1/(eV cm3)
Localization length: 1 nm
Density decay power m: 0.03
Temperature: 100 K
Thermal energy kB T: 8.617 meV
Start time: 1 s
Late time: 1e+06 s
Film thickness: 50 nm
Mott coefficient beta: 18.11
T0 at start: 2.101e+06 K
T0 at late time: 3.181e+06 K
x at start: 12.04
x at late time: 13.35
Optimal hop length: 4.515 nm
Optimal hop energy: 25.94 meV
Hopping band half-width x kB T: 103.8 meV
Drift exponent at start: 0.0903
Drift exponent at late time: 0.1002
Curvature d nu/d ln t at start: 0.0006773
ln resistance ratio, late/start: 1.314
Resistance ratio, late/start: 3.723
Ratio from constant start exponent: 3.482
Exponent with Mott prefactor: 0.1053
Prefactor correction: 16.61 %
Assumed xi shrink power q: 0.003
Exponent with shrinking xi: 0.1174
Relative permittivity: 20
Coulomb gap half-width: 6.252 meV
Exponent with Coulomb gap: 0.08842
State-density curvature scale: 0.3 eV
Exponent with curved state density: 0.08779
Field at 10 mV: 0.002 MV/cm
e F r/(kB T) at 10 mV: 0.1048
Field at 100 mV: 0.02 MV/cm
e F r/(kB T) at 100 mV: 1.048
Hop attempt frequency: 1e+12 Hz
Band conductivity prefactor: 100 S/cm
Band activation energy: 0.3 eV
Hopping conductivity at 100 K: 1.928e-05 S/cm
Band/hopping ratio at 100 K: 3.94e-09
Hopping conductivity at 300 K: 0.0002006 S/cm
Band/hopping ratio at 300 K: 4.548
Band-hopping crossover: 260.2 K
Network sites per sample: 3000
Network samples: 10
Network density ratio: 4
Mean threshold, high density: 9.096
Mean threshold, low density: 12.89
Threshold power in 1/g: 0.2515
Its standard error: 0.0063
Network beta, low density: 17.26
Network slope d ln rho/d ln(1/g): 3.281
Its standard error: 0.015
Mean threshold / 4: 2.748
Network slope minus threshold/4: 0.5324
```
